\section*{Surface Charge and Band Bending at a Doped Semiconductor Electrode}

\section{Scales that fix the form}

Atomic units are used in the algebra: $\hbar=m_e=e=4\pi\epsilon_0=1$, and $T$ denotes the thermal energy. A semiconductor electrode has bulk electron density $n_b$, bulk hole density $p_b$ and relative permittivity $\varepsilon$. Its upward band bending at the surface is $V=Ty_s$. We seek the space charge per area, $Q$.

Measure energies in $T$ and densities in $n_b$. Poisson's equation then contains $\varepsilon$, $T$ and $n_b$ through one combination, which is a length:
\begin{equation}
L^2=\frac{\varepsilon T}{4\pi n_b}. \label{L}
\end{equation}
With unit elementary charge, $n_bL$ is a charge per area. The remaining parameters are the pure numbers $y_s$ and $r=p_b/n_b$, so
\begin{equation}
Q=n_bL\,F(y_s,r). \label{form}
\end{equation}
Exchanging electrons with holes, and donors with acceptors, reverses both the bending and the charge:
\begin{equation}
Q(y_s;n_b,p_b)=-Q(-y_s;p_b,n_b).
\end{equation}
An n-type treatment, $r<1$, therefore covers p-type material too. It remains to find $F$.

\section{Model and first integral}

The semiconductor fills $x>0$ and the electrolyte $x<0$. The electrostatic potential $\phi$ vanishes in the bulk. An electron has potential energy $-\phi$, so the band edges shift by $-\phi=Ty(x)$. Positive $y$ is upward bending, which repels electrons.

We assume uniform, fully ionized net donors of density $N$, constant $\varepsilon$, non-degenerate carriers and a common Fermi level throughout the space-charge layer. The last assumption requires minority holes to remain in equilibrium with the bulk. The carrier densities are then
\begin{equation}
n=n_be^{-y},\qquad p=p_be^y,\qquad np=n_bp_b=n_i^2. \label{carriers}
\end{equation}
Bulk neutrality gives $N=n_b-p_b$. Inserting $p_b=n_i^2/n_b$ gives $n_b^2-Nn_b-n_i^2=0$, whose positive root is
\begin{equation}
n_b=\frac N2+\sqrt{\frac{N^2}{4}+n_i^2}.
\end{equation}
The charge density is
\begin{align}
\rho&=p-n+N=p_b(e^y-1)-n_b(e^{-y}-1)\notag\\
&=n_b\left[r(e^y-1)+1-e^{-y}\right]. \label{rho}
\end{align}
Poisson's equation is $\varepsilon\phi''=-4\pi\rho$. Since $\phi=-Ty$, the minus signs cancel:
\begin{equation}
L^2y''=r(e^y-1)+1-e^{-y}. \label{pb}
\end{equation}
The right side is the derivative $G'(y)$ of
\begin{equation}
G(y)=e^{-y}+y-1+r(e^y-y-1),\qquad G(0)=0. \label{G}
\end{equation}
Multiplying \eqref{pb} by $y'$ turns both sides into total derivatives:
\begin{equation}
\frac{d}{dx}\left(\frac{L^2y'^2}{2}\right)=\frac{dG}{dx}.
\end{equation}
In the bulk $y$ and $y'$ vanish, so the integration constant is zero and
\begin{equation}
L^2y'^2=2G(y). \label{first}
\end{equation}

To choose the root, note that $G''=e^{-y}+re^y>0$ and $G(0)=G'(0)=0$. Hence $G>0$ for $y\ne0$, and $y'$ cannot vanish while $y\ne0$. Nor can the profile reach $y=0$ at finite $x$: there $y'$ would vanish by \eqref{first}, and uniqueness of the solution of \eqref{pb} would make $y$ zero everywhere. Thus $y$ keeps its sign and decays monotonically:
\begin{equation}
y'=-\frac{\operatorname{sgn}(y_s)}{L}\sqrt{2G(y)}. \label{slope}
\end{equation}
Integrating the charge density and using $\varepsilon T/4\pi=n_bL^2$ gives
\begin{align}
Q&=\int_0^\infty\rho\,dx=n_bL^2\int_0^\infty y''\,dx
=-n_bL^2y'(0)\notag\\
&=\operatorname{sgn}(y_s)\,n_bL\sqrt{2G(y_s)}. \label{Q}
\end{align}
Upward bending gives positive space charge. The field just inside the surface is $E(0)=-\phi'(0)=Ty'(0)=-4\pi Q/\varepsilon$; for positive $Q$ it points toward the electrolyte. Ionic and surface-state charges balance $Q$ but are not part of it.

The first integral is also a balance of stresses. Since $E=Ty'$, equation \eqref{first} becomes
\begin{equation}
\frac{\varepsilon E^2}{8\pi}
=T\left[(n-n_b)+(p-p_b)+Ny\right]. \label{stress}
\end{equation}
The first two terms are excess carrier pressures; the third comes from the force on the fixed donors.

\section{The limiting laws}

\subsection{Near flat band}
For $|y_s|\ll1$, expanding the exponentials gives
\begin{equation}
G=\frac{1+r}{2}y^2-\frac{1-r}{6}y^3+O(y^4).
\end{equation}
The square root then yields
\begin{equation}
Q\simeq n_bL\sqrt{1+r}\,y_s
\left[1-\frac{1-r}{6(1+r)}y_s\right]. \label{flat}
\end{equation}
Both carriers screen a weak disturbance, hence the factor $1+r$.

\subsection{Accumulation}
Put $y_s=-a$ with $a\gg1$. Then $G=e^a-a-1+r(e^{-a}+a-1)$. The first exponential dominates, and for $r\ll1$
\begin{equation}
Q\simeq-\sqrt2\,n_bLe^{a/2}
\left[1-\frac{a+1}{2}e^{-a}\right]. \label{acc}
\end{equation}
With surface density $n_s=n_be^a$, the leading term obeys
\begin{equation}
Q^2=2n_bL^2n_s=\frac{\varepsilon Tn_s}{2\pi}.
\end{equation}
At given $n_s$ the doping has dropped out: electron pressure balances the field.

\subsection{Depletion}
For $y_s\gg1$ and $re^{y_s}\ll y_s$, electrons have left the surface but holes are still sparse. Then $G\simeq y_s-1$ and
\begin{equation}
Q\simeq n_bL\sqrt{2(y_s-1)}. \label{dep}
\end{equation}
The $-1$ comes from the electron tail at the inner edge of the layer. Without holes,
\begin{equation}
G(y_s)=\int_0^{y_s}(1-e^{-y})\,dy=y_s-1+e^{-y_s};
\end{equation}
the electrons remaining where $y\lesssim1$ remove one unit from the integral. For $N\simeq n_b$ the equivalent fully depleted width is $W=Q/N\simeq L\sqrt{2(y_s-1)}$.

\subsection{Inversion}
For $re^{y_s}\gg y_s$ the hole exponential dominates. Keeping the next term, for $r\ll1$,
\begin{equation}
Q\simeq\sqrt{2r}\,n_bLe^{y_s/2}
\left[1+\frac{y_s-1}{2re^{y_s}}\right]. \label{inv}
\end{equation}
Since $n_b\sqrt r=\sqrt{n_bp_b}=n_i$, the leading term is $\sqrt2\,n_iLe^{y_s/2}$. In terms of the surface hole density $p_s$ it is $Q^2=\varepsilon Tp_s/2\pi$, the mirror image of accumulation.

This limit describes the total charge, not the holes alone. From \eqref{slope}, $dx=-L\,dy/\sqrt{2G}$ for $y_s>0$, so the excess-hole charge is
\begin{equation}
Q_h=n_bL\int_0^{y_s}\frac{r(e^y-1)}{\sqrt{2G(y)}}\,dy. \label{holes}
\end{equation}
The remainder, $Q-Q_h$, has numerator $1-e^{-y}$. Its integral converges at large $y_s$, because $\sqrt{2G}$ then grows exponentially. The non-hole share therefore falls as $e^{-y_s/2}$, whereas the relative error of the leading total-charge law falls as $y_se^{-y_s}$. The total can be near its limit while fixed donors still matter.

\section{Onset of inversion and the intrinsic case}

Surface holes match the bulk electron density when
\begin{equation}
re^{y_F}=1,\qquad y_F=\ln(1/r)=2\ln(n_b/n_i).
\end{equation}
Substitution into \eqref{G}, with $e^{-y_F}=r$, gives
\begin{equation}
G(y_F)=r+y_F-1+1-ry_F-r=(1-r)y_F.
\end{equation}
Equal surface and bulk densities do not mean that holes carry most of the charge. A different marker is where the hole and depletion terms in $Q^2$ are equal: $re^y=y-1$. With $v=y-1$,
\begin{equation}
-ve^{-v}=-er,\qquad y_\times=1-W_{-1}(-er). \label{cross}
\end{equation}
Here $W_{-1}$ is the lower real branch of the Lambert function. The other branch gives a root at $v<1$, outside the depletion regime. Real roots require $r\le e^{-2}$, and a proper depletion window needs the stronger condition $\ln(1/r)\gg1$. Taking the logarithm of $re^y=y-1$ gives $y_\times=y_F+\ln(y_\times-1)$, so the charge crossover lies beyond the density match.

For intrinsic material $r=1$, and
\begin{align}
G&=2(\cosh y-1)=4\sinh^2(y/2),\notag\\
Q&=2\sqrt2\,n_iL\sinh(y_s/2). \label{intrinsic}
\end{align}
The charge passes from linear to exponential without a square-root regime.

\section{Differential capacitance}

The interior is at potential $\phi(\infty)-\phi(0)=Ty_s$ relative to the surface. Differentiating \eqref{Q}, and using the equality of the signs of $G'$ and $y_s$, gives
\begin{equation}
C=\frac{dQ}{d(Ty_s)}
=\frac{n_bL}{T}\frac{|G'(y_s)|}{\sqrt{2G(y_s)}}. \label{C}
\end{equation}
At flat band $C=\varepsilon\sqrt{1+r}/(4\pi L)$. In depletion $G'\simeq1$, and $n_b^2L^2=\varepsilon Tn_b/4\pi$ gives the Mott--Schottky law
\begin{equation}
\frac1{C^2}=\frac{8\pi T(y_s-1)}{\varepsilon n_b}.
\end{equation}
In accumulation and inversion $C\simeq|Q|/2T$. Equation \eqref{C} is an equilibrium capacitance: in inversion it applies when the modulation is slow enough for holes to follow.

\section{Germanium example}

Take n-type Ge at 300 K with $N=10^{15}\,\mathrm{cm^{-3}}$. Rough typical inputs are $\varepsilon=16$, gap $E_g=0.66$ eV, electron masses $m_l=1.6$ and $m_t=0.08$, and hole masses $0.33$ and $0.043$, in free-electron masses. Four conduction valleys and two valence bands give
\begin{align}
N_c&=8\sqrt{m_lm_t^2}\left(\frac{T}{2\pi}\right)^{3/2},\notag\\
N_v&=2\left(0.33^{3/2}+0.043^{3/2}\right)
\left(\frac{T}{2\pi}\right)^{3/2},
\end{align}
or $1.016\times10^{19}$ and $4.98\times10^{18}\,\mathrm{cm^{-3}}$. With $T=0.02585$ eV, $n_i=\sqrt{N_cN_v}\,e^{-E_g/2T}=2.03\times10^{13}\,\mathrm{cm^{-3}}$. Thus $n_b=1.0004\times10^{15}$ and $p_b=4.13\times10^{11}\,\mathrm{cm^{-3}}$, so $r=4.13\times10^{-4}$.

For implementation in SI units, $L=\sqrt{\varepsilon\epsilon_0k_BT_K/(e^2n_b)}$, where $T_K$ is the temperature in kelvin, and \eqref{Q} acquires a factor $e$. Here $L=151.2$ nm and $en_bL=0.002423\,\mathrm{\mu C/cm^2}$. Three bendings give:
\begin{center}
\begin{tabular}{rrrrr}
$V$ (eV) & $y_s$ & $G$ & $Q$ & limit\\
$-0.15$ & $-5.802$ & $324.2$ & $-0.0617$ & $-0.0623$\\
$+0.13$ & $5.029$ & $4.096$ & $0.00693$ & $0.00688$\\
$+0.35$ & $13.539$ & $325.8$ & $0.0619$ & $0.0607$
\end{tabular}
\end{center}
Charges are in $\mathrm{\mu C/cm^2}$. For the last row, $0.002423\sqrt{2(325.8)}=0.0619$, equivalent to $3.9\times10^{11}$ elementary charges per $\mathrm{cm^2}$. The tabulated limits differ from the full model by $+1.0\%$, $-0.8\%$ and $-1.9\%$ in magnitude. The correction in \eqref{inv} accounts for the last: $12.539/(2\times313.3)=0.020$.

At the depletion point $W=429$ nm. Holes carry $0.9\%$ of the charge, but raise the capacitance more, since $C$ contains $G'$: the depletion law gives $0.0330\,\mathrm{\mu F/cm^2}$, and \eqref{C} gives $0.0346$. The density match occurs at $0.201$ eV, where holes carry $7.3\%$ of the charge. The terms in $Q^2$ become equal at $0.258$ eV. At $0.35$ eV the hole share is $82.5\%$, although the total is within $2\%$ of its inversion limit.

As an independent test, \eqref{pb} was solved by finite differences and its charge density integrated. At $0.35$ eV the result differed from \eqref{Q} by $4.4\times10^{-7}$ relative to the formula; halving the mesh changed it by $1.3\times10^{-6}$ in relative magnitude.

For numerical work, evaluate exponential differences with a function for $e^z-1$. Near flat band the terms of $G$ cancel, so use its series. The quadratic and cubic terms given above leave a relative error of about $y^2/12$, which is below $10^{-9}$ for $|y|\le10^{-4}$.

\section{Where a real electrode departs from the model}

The inputs represent lightly doped Ge, not a particular measured surface. Of the effects estimated below, the supply of holes can change the inversion charge most. If holes are absent at the same $0.35$ eV bending, \eqref{dep} gives $0.002423\sqrt{2(12.539)}=0.0121\,\mathrm{\mu C/cm^2}$, about one fifth of the equilibrium value. This is deep depletion.

To size the supply, let holes diffuse through the neutral bulk with lifetime $\tau$ and diffusivity $D=\mu T$, where $\mu$ is the mobility. With $x$ now measured from the edge of the neutral region, $Dp''=(p-p_b)/\tau$. If all holes are removed at that edge,
\begin{equation}
p=p_b\left(1-e^{-x/\sqrt{D\tau}}\right),\qquad
j_{\rm lim}=Dp'(0)=p_b\sqrt{D/\tau}.
\end{equation}
For rough values $\mu=1900\,\mathrm{cm^2/Vs}$ and $\tau=10^{-4}$ s, $j_{\rm lim}=46\,\mathrm{\mu A/cm^2}$. Dividing the inversion-hole charge by this current gives a time scale of $1.1$ ms. The diffusion current falls as the edge density recovers, so nearly complete filling by diffusion alone takes longer. The estimate also assumes an electrode much thicker than the diffusion length $\sqrt{D\tau}\simeq0.7$ mm; in a thinner one the back contact or back surface changes the supply. Generation at the surface and in the depletion layer is omitted. At a smaller current $j$, linearity gives the edge density $p_b(1-j/j_{\rm lim})$. If holes stay in equilibrium across the layer, $p_s$ is multiplied by the same factor $1-j/j_{\rm lim}$, and the inversion-limit charge by its square root, as long as the hole term still dominates $G$. Close to $j_{\rm lim}$ it no longer does, and the charge tends to the deep-depletion value instead of zero.

Temperature matters as well. At fixed $V$ and doping,
\begin{equation}
p_s\propto T^3e^{-(E_g-V)/T}
\end{equation}
when $n_b\simeq N$. Warming by 10 K, with a rough gap slope of $-0.0004$ eV/K, raises $Q$ at $0.35$ eV by $38\%$.

Degeneracy is small here. Let $F_j$ be normalized Fermi--Dirac integrals, with $dF_{3/2}/d\eta=F_{1/2}$, and let $\eta_n$ and $\eta_p$ be the bulk Fermi-level distances into the conduction and valence bands, divided by $T$. The same integration replaces $n_bG$ by
\begin{align}
&N_c[F_{3/2}(\eta_n-y)-F_{3/2}(\eta_n)]\notag\\
&+N_v[F_{3/2}(\eta_p+y)-F_{3/2}(\eta_p)]+Ny.
\end{align}
At fixed bending this lowers $|Q|$ by $0.3\%$ in accumulation and $0.5\%$ in inversion. The neutral-donor fraction in the bulk is $0.03\%$ for a rough donor depth of $0.01$ eV. Carrier--carrier correlation and image forces at the interface are not included. At a surface density of $3\times10^{17}\,\mathrm{cm^{-3}}$ the local screening length $L_s$ is about 8 nm, and the correlation energy scale $1/(2\varepsilon L_s)$ is about 5 meV, or $0.2\,T$, so this omission can exceed the degeneracy correction.

Quantum confinement is larger than the errors of the limiting laws. For a hard surface wall and levels $E_i$ in the fixed classical potential, the hole sheet density is
\begin{equation}
p_b\sqrt{\frac{2\pi}{mT}}\sum_i e^{-E_i/T},
\end{equation}
because the prefactor restores the classical phase-space integral. With the heavy-hole mass, the excess sheet density at $0.35$ eV is $16\%$ below its classical value; halving the mesh moves this by $0.02$ percentage points. The choice of mass matters far more than the mesh. Including the light holes gives about $16.5\%$, and the heavy-hole mass normal to the surface depends on direction: rough values of $0.20$ for (100) and $0.50$ for (111) give $19\%$ and $13\%$. For electrons in accumulation the reduction is $21\%$ on a (100) surface and $19\%$ on a (111) surface, the difference coming from the anisotropic valley masses. These are one-pass estimates. Correcting $Q$ itself requires the potential and the levels to be solved together; with the same hard wall and masses this lowers $|Q|$ at fixed bending by somewhat less, about $12\%$ in inversion (mass $0.33$) and $19\%$ and $17\%$ in accumulation on (100) and (111).

The field at $0.35$ eV is $0.044$ MV/cm. The bending is $0.31$ eV below the gap, so the bulk conduction edge stays above the surface valence edge and elastic interband tunnelling is closed. The bending alone also cannot give a carrier the gap energy needed for avalanche. At the $0.13$ eV depletion point, the tunnelling exponent $2\int\sqrt{2mTy}\,dx$ at the bulk conduction edge is about $480$ for the (100) mass, so tunnelling at that energy is negligible.

Finally, $V$ is not the whole electrode potential. A rough Helmholtz capacitance of $10\,\mathrm{\mu F/cm^2}$ adds a drop of $0.006$ V at the inversion charge. Surface states at a density of $1.1\times10^{12}\,\mathrm{cm^{-2}\,eV^{-1}}$, changing occupation over $0.35$ eV, would hold as much charge as the space-charge layer. They leave \eqref{Q} intact at given $V$, but change the applied potential needed to reach that $V$. The remaining intermediate values are in the numerical output.

\section*{Computed values}
\begin{verbatim}
Ge, rough: permittivity 16, gap 0.66 eV
gap slope -0.0004 eV/K
electron masses 1.6, 0.08 m0
hole masses 0.33, 0.043 m0
net donors 1.0e+15 cm^-3, T 300 K
thermal energy 0.02585 eV
Nc 1.016e+19, Nv 4.981e+18 cm^-3
n_i 2.034e+13 cm^-3
n_b 1.0004e+15, p_b 4.134e+11 cm^-3
r = p_b/n_b 4.133e-04
screening length L 151.2 nm
charge unit e n_b L 0.002423 uC/cm2
accumulation: bending -0.15 eV, y -5.802
  G 324.246, r exp(y) 1.248e-06
  n_s 3.312e+17, p_s 1.249e+09 cm^-3
  Q -0.06170, limit -0.06234 uC/cm2
  limit/full 1.0104, field 0.0436 MV/cm
  capacitance 1.2147 uF/cm2, hole share 0.00 %
depletion: bending +0.13 eV, y +5.029
  G 4.096, r exp(y) 6.311e-02
  n_s 6.551e+12, p_s 6.314e+13 cm^-3
  Q +0.00693, limit +0.00688 uC/cm2
  limit/full 0.9918, field 0.0049 MV/cm
  capacitance 0.0346 uF/cm2, hole share 0.89 %
inversion: bending +0.35 eV, y +13.539
  G 325.830, r exp(y) 3.133e+02
  n_s 1.320e+09, p_s 3.134e+17 cm^-3
  Q +0.06185, limit +0.06065 uC/cm2
  limit/full 0.9806, field 0.0437 MV/cm
  capacitance 1.1539 uF/cm2, hole share 82.53 %
depletion width 429 nm
p_s = n_b at y 7.791, bending 0.2014 eV
  hole share of charge there 7.27 %
equal terms in Q^2: y 9.987, 0.2582 eV
solved/formula Q, inversion: 1 +4.4e-07
  shift on halving mesh -1.3e-06 (relative)
Neglected effects:
degeneracy, accumulation: |Q| -0.29 %
degeneracy, inversion: |Q| -0.52 %
confinement, holes: sheet -15.7 %
  mesh-halving shift -0.022 % points
confinement, electrons (100): -21.3 %
confinement, electrons (111): -19.4 %
10 K warmer, inversion: Q +38.3 %
neutral donors in bulk 0.029 % (depth 0.01 eV)
depletion barrier: tunnelling exponent 484
gap minus largest bending 0.31 eV
Helmholtz drop 0.0062 V at 10 uF/cm2
surface states of equal charge 1.10e+12 cm^-2 eV^-1
hole mobility 1900 cm2/Vs, lifetime 1e-04 s
limiting hole current 46.4 uA/cm2
time to supply inversion holes 1.10 ms
\end{verbatim}
